**Electronic friction from Fermi-level phase shifts and its oscillation with atomic number**

A slow heavy atom in a homogeneous electron gas of density $n=k_F^3/3\pi^2=3/(4\pi r_s^3)$ feels the force $-\eta v$ with $\eta=nk_F\sigma_{\rm tr}=(4k_F^2/3\pi)S$ and $S=\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})$, where $\sigma_{\rm tr}$ is the transport cross section and $\delta_l$ are the phase shifts at the Fermi wave number $k_F$ (Hartree atomic units). The program uses the model potential $-Ze^{-\alpha r}/r$, with $\alpha$ fixed by the Friedel sum rule $(2/\pi)\sum_l(2l+1)\delta_l=Z$, and obtains absolute phases by Numerov integration with node counting. It asserts the formula against angular quadrature of $\sigma_{\rm tr}$, a Pauli-blocked double integral, the force from the displaced Fermi sphere with its $v^2$ error, and a golden-rule sum of numerical radial and angular matrix elements, and it confirms the underlying radial identity symbolically. It also asserts the phases against the variable-phase equation, hard-sphere level counting and Levinson's theorem, and the Thomas–Fermi and Born limits for a weak charge. For $r_s=2$ and 3 bohr it asserts a maximum of $S$ near the half-filled p resonance, a following minimum with the p level bound and $S$ less than half as large, and a later maximum. For $Z=7$, $r_s=2$ bohr the output gives $S=2.071$, $\eta=0.809$ a.u. $=1.90$ meV ps Å$^{-2}$ and a damping time of $0.76$ ps for a mass of 14 u, against $6.6$ a.u. in linear response. The scan over $Z=1$ to 36 shows deep minima at $Z=11$ and 28 for $r_s=2$ and at $Z=10$ and 28 for $r_s=3$.

## Program and output

```python
# Friction on a slow atom in an electron gas (Hartree atomic units), force = -eta*v:
#   eta = n kF sigma_tr = (4 kF^2/3pi) S,  sigma_tr = (4pi/kF^2) S,
#   S = sum_l (l+1) sin^2(delta_l - delta_{l+1}),  delta_l = phase shifts at kF.
# n: density, rs: density parameter, kF: Fermi wave number, Z: nuclear charge.
# Model V(r) = -Z exp(-alpha r)/r, alpha fixed by the Friedel sum rule
#   (2/pi) sum_l (2l+1) delta_l(kF) = Z.   Also tested: oscillation of S with Z.
import numpy as np, sympy as sp
from math import factorial
from numpy.polynomial.legendre import leggauss, legval
from numpy.polynomial import Polynomial
from scipy.special import spherical_jn, spherical_yn, lpmv, factorial2
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh_tridiagonal
from scipy import constants as C

pi = np.pi
R, N, LMAX = 22.0, 2001, 14
x = np.linspace(np.log(1e-4), np.log(R), N); h = x[1] - x[0]; r = np.exp(x)
i1 = int(np.searchsorted(r, R - 1.5))
cache = {}

def free(k, lmax):
    if (k, lmax) not in cache:
        l = np.arange(lmax + 1)[None, :]; z = k * r[:, None]
        j, c = z * spherical_jn(l, z), -z * spherical_yn(l, z)
        cache[(k, lmax)] = (j[[i1, -1]], c[[i1, -1]], np.unwrap(np.arctan2(j, c), axis=0)[-1])
    return cache[(k, lmax)]

def phases(Z, alpha, k, lmax=LMAX, waves=False):
    """Absolute phases by Numerov + node count; the V=0 grid error is subtracted."""
    Z = np.append(Z, 0.0); alpha = np.append(alpha, 1.0); l = np.arange(lmax + 1)
    r2U = -2 * Z[None, :] * r[:, None] * np.exp(-alpha[None, :] * r[:, None])
    F = (l + 0.5) ** 2 + (r2U - (k * r[:, None]) ** 2)[:, :, None]
    c0 = 1 - h * h * F / 12; g = 12 / c0 - 10
    w = np.empty_like(F)
    for i in (0, 1):
        w[i] = c0[i] * (r[i] / r[0]) ** (l + 0.5) * (1 - Z[:, None] * r[i] / (l + 1))
    for i in range(1, N - 1):
        w[i + 1] = g[i] * w[i] - w[i - 1]
    sb = np.signbit(w); nodes = (sb[1:] != sb[:-1]).sum(axis=0)
    j, c, theta = free(k, lmax)
    u1 = np.sqrt(r[i1]) * w[i1] / c0[i1]; u2 = np.sqrt(r[-1]) * w[-1] / c0[-1]
    det = j[0] * c[1] - j[1] * c[0]
    a = (u1 * c[1] - u2 * c[0]) / det; b = (j[0] * u2 - j[1] * u1) / det
    d = nodes * pi + np.mod(theta + np.arctan2(b, a), pi) - theta
    d = d[:-1] - d[-1]
    if waves:
        return d, (np.sqrt(r)[:, None, None] * w / c0 / np.hypot(a, b))[:, 0, :]
    return d

friedel = lambda d: 2 / pi * (d * (2 * np.arange(d.shape[-1]) + 1)).sum(-1)
def terms(d):
    nxt = np.concatenate([d[..., 1:], np.zeros(d.shape[:-1] + (1,))], -1)
    return (np.arange(d.shape[-1]) + 1) * np.sin(d - nxt) ** 2
def amp2(d, k, mu):
    return np.abs(legval(mu, (2 * np.arange(len(d)) + 1) * np.exp(1j * d) * np.sin(d) / k)) ** 2
def levels(Z, alpha, l, emax):
    m = 11000; s = R / m; rr = s * np.arange(1, m)
    dg = 1 / s**2 + l * (l + 1) / (2 * rr**2) - Z * np.exp(-alpha * rr) / rr
    return eigh_tridiagonal(dg, np.full(m - 2, -0.5 / s**2), eigvals_only=True,
                            select='v', select_range=(-1e4, emax))
born = lambda Z, a, k: 2 * pi * Z**2 / k**4 * (np.log(1 + 4 * k * k / a**2) - 4 * k * k / (4 * k * k + a * a))

# symbolic: Q' = -U' u w for radial solutions with l = L-1 and l = L
t, L, ks = sp.symbols('r L k', positive=True)
u, w, U = [sp.Function(s)(t) for s in 'uwU']
Q = (u.diff(t) - L * u / t) * (w.diff(t) + L * w / t) - (U - ks**2) * u * w
dQ = Q.diff(t).subs({u.diff(t, 2): (U + L * (L - 1) / t**2 - ks**2) * u,
                     w.diff(t, 2): (U + L * (L + 1) / t**2 - ks**2) * w})
assert sp.expand(dQ + U.diff(t) * u * w) == 0

# Friedel-constrained scan; index 0 is a weak charge, index Z is nuclear charge Z
Zs = np.arange(37.0); Zs[0] = 1e-3
scan = {}
for rs in (2.0, 3.0):
    k = (9 * pi / 4) ** (1 / 3) / rs
    lo, hi = np.full(37, 0.7), np.full(37, 4.0)
    for _ in range(36):
        mid = (lo + hi) / 2; big = friedel(phases(Zs, mid, k)) > Zs
        lo, hi = np.where(big, mid, lo), np.where(big, hi, mid)
    al = (lo + hi) / 2; d = phases(Zs, al, k); S = terms(d).sum(-1)
    assert np.max(np.abs(friedel(d) - Zs)) < 1e-6
    assert abs(al[0] / np.sqrt(4 * k / pi) - 1) < 2e-3            # corrections O(Z)
    assert abs(4 * pi / k**2 * S[0] / born(Zs[0], al[0], k) - 1) < 1e-2
    z1 = 4 + int(np.argmax(S[4:11])); z2 = 8 + int(np.argmin(S[8:18]))
    z3 = z2 + 1 + int(np.argmax(S[z2 + 1:36]))
    assert S[z1] > max(S[z1 - 1], S[z1 + 1]) and S[z3] > max(S[z3 - 1], S[z3 + 1])
    assert S[z2] < min(S[z2 - 1], S[z2 + 1]) and z1 < z2
    assert S[z1] > 2 * S[z2] and S[z3] > 2 * S[z2]
    assert np.all(np.diff(d[1:z2 + 1, 1]) > 0)                    # p phase itself is monotonic
    assert 0.3 < d[z1, 1] / pi < 0.8 and abs(d[z2, 1] / pi - 1) < 0.3
    assert terms(d[z1])[1] > 0.5 * S[z1]
    nb = (len(levels(z1 - 2, al[z1 - 2], 1, 0.0)), len(levels(z2, al[z2], 1, 0.0)))
    assert nb == (0, 1)                                           # p shell closes
    scan[rs] = (k, al, d, S, (z1, z2, z3), nb)

rs, Z = 2.0, 7
kF, al, dall, Sall = scan[rs][:4]
n = 3 / (4 * pi * rs**3); alpha = al[Z]
d, uw = phases(Z, alpha, kF, waves=True); d = d[0]
S = terms(d).sum(); sigma = 4 * pi / kF**2 * S; eta = 4 * kF**2 / (3 * pi) * S

# phases against the variable-phase equation
for l in range(3):
    rhs = lambda q, y: 2 * Z * np.exp(-alpha * q) / (q * kF) * (kF * q) ** 2 * (
        spherical_jn(l, kF * q) * np.cos(y) - spherical_yn(l, kF * q) * np.sin(y)) ** 2
    y0 = 2 * Z * kF ** (2 * l + 1) * 1e-4 ** (2 * l + 2) / ((2 * l + 2) * factorial2(2 * l + 1) ** 2)
    sol = solve_ivp(rhs, (1e-4, R), [y0], method='DOP853', rtol=1e-10, atol=1e-40)
    assert abs(sol.y[0, -1] - d[l]) < 2e-5
# level counting in a hard sphere, and Levinson's theorem
for l in range(3):
    ev = levels(Z, alpha, l, kF**2 / 2); kn = float(np.sqrt(2 * ev[-1]))
    assert abs(phases(Z, alpha, kn, 2)[0, l] + free(kn, 2)[2][l] - len(ev) * pi) < 5e-3
dlow = phases(10, al[10], 0.01, 2)[0] / pi
nbound = [len(levels(10, al[10], l, 0.0)) for l in range(3)]
assert np.max(np.abs(dlow - nbound)) < 0.05

# sigma_tr from its definition
mu, wt = leggauss(40)
rng = np.random.default_rng(1)
for dd in (d, rng.uniform(0, 3 * pi, 8), np.array([pi, 2 * pi, 0.7])):
    quad = 2 * pi * np.sum(wt * amp2(dd, kF, mu) * (1 - mu))
    assert abs(quad / (4 * pi / kF**2 * terms(dd).sum()) - 1) < 1e-11
sigma_quad = 2 * pi * np.sum(wt * amp2(d, kF, mu) * (1 - mu))

# Pauli blocking: occupied cap mu < m0 scattering only into empty directions
m0 = 0.3
ma, wa = (m0 + 1) / 2 * mu + (m0 - 1) / 2, (m0 + 1) / 2 * wt
mb, wb = (1 - m0) / 2 * mu + (1 + m0) / 2, (1 - m0) / 2 * wt
ph = 2 * pi * np.arange(64) / 64
cg = (ma[:, None] * mb)[..., None] + np.sqrt((1 - ma[:, None]**2) * (1 - mb**2))[..., None] * np.cos(ph)
blocked = np.sum(wa[:, None] * wb * (ma[:, None] - mb) * amp2(d, kF, cg).mean(-1) * 2 * pi)
unblocked = np.sum(wa * ma) * sigma_quad
assert abs(blocked / unblocked - 1) < 1e-9

# force from the displaced Fermi sphere at finite velocity
kk = kF + 0.05 * np.cos(pi * (np.arange(9) + 0.5) / 9)
sg = np.array([2 * pi * np.sum(wt * (1 - mu) * amp2(phases(Z, alpha, float(q))[0], q, mu)) for q in kk])
G = Polynomial.fit(kk, kk**4 * sg, 6).integ()
drag = {v: -np.sum(wt * mu * G(-v * mu + np.sqrt(kF**2 - v * v * (1 - mu**2)))) / (2 * pi**2 * v)
        for v in (0.04, 0.02)}
e4, e2 = drag[0.04] / eta - 1, drag[0.02] / eta - 1
assert abs(e2) < 5e-3 and 3.5 < e4 / e2 < 4.5

# golden rule: numerical radial and angular matrix elements of dV/dz
dV = Z * np.exp(-alpha * r) * (1 + alpha * r) / r**2
nP = lambda l, m: np.sqrt((2 * l + 1) / 2 * factorial(l - m) / factorial(l + m)) * lpmv(m, l, mu)
eta_gr = 0.0; rad = []
for l in range(LMAX):
    I = simpson(uw[:, l] * dV * uw[:, l + 1] * r, x=x); rad.append(2 * I / kF**2)
    assert abs(rad[-1] - np.sin(d[l] - d[l + 1])) < 1e-4
    ang = sum(np.sum(wt * nP(l + 1, abs(m)) * mu * nP(l, abs(m))) ** 2 for m in range(-l, l + 1))
    assert abs(ang - (l + 1) / 3) < 1e-10
    eta_gr += pi * 2 * 2 * ang * (2 / (pi * kF) * I) ** 2      # 2 spins, 2 orderings
assert abs(eta_gr / eta - 1) < 3e-4

pc = C.physical_constants
t_au = pc['atomic unit of time'][0]
conv = pc['Hartree energy in eV'][0] * 1e3 * t_au * 1e12 / (pc['Bohr radius'][0] * 1e10) ** 2
M = 14 * C.atomic_mass / C.m_e
aTF = np.sqrt(4 * kF / pi)
f = lambda a, p=4: ' '.join(f'{v:.{p}f}' for v in a)
print(f'rs = {rs:.1f} bohr, kF = {kF:.5f} 1/bohr, n = {n:.6f} 1/bohr^3')
print(f'prefactor 4kF^2/3pi = {4*kF**2/(3*pi):.5f} a.u.; TF alpha = {aTF:.5f} 1/bohr')
print(f'weak Z = {Zs[0]:.0e}: alpha = {al[0]:.5f} 1/bohr, sigma/Born = {4*pi/kF**2*Sall[0]/born(Zs[0], al[0], kF):.4f}')
print(f'example Z = {Z}: alpha = {alpha:.5f} 1/bohr, Friedel sum = {friedel(d):.6f}')
print('delta_l, l=0..4 (rad):', f(d[:5]))
print('delta_l/pi, l=0..4:', f(d[:5] / pi))
print('electrons per channel l=0..4:', f(2 / pi * (2 * np.arange(5) + 1) * d[:5], 3))
print('sin(delta_l-delta_l+1), l=0..3:', f(np.sin(d[:4] - d[1:5]), 5))
print('radial integral 2I/kF^2, l=0..3:', f(rad[:4], 5))
print('terms of S, l=0..4:', f(terms(d)[:5]))
print(f'S = {S:.5f}; sigma_tr = {sigma:.5f} bohr^2 (quadrature {sigma_quad:.5f})')
print(f'eta = {eta:.5f} a.u.; golden rule {eta_gr:.5f} a.u.; n kF sigma {n*kF*sigma_quad:.5f} a.u.')
print(f'-F/v at v=0.04, 0.02 a.u.: {drag[0.04]:.5f} {drag[0.02]:.5f} a.u.; error ratio {e4/e2:.2f}')
print(f'Pauli cap mu<{m0}: blocked {blocked:.6f}, unblocked {unblocked:.6f} bohr^2')
print(f'1 a.u. of eta = {conv:.5f} meV ps/A^2; eta = {eta*conv:.4f} meV ps/A^2')
print(f'mass 14 u = {M:.1f} m_e; M/eta = {M/eta:.0f} a.u. = {M/eta*t_au*1e12:.3f} ps')
print(f'linear response (Born, TF alpha) eta = {n*kF*born(Z, aTF, kF):.3f} a.u.')
print(f'Levinson Z=10, k=0.01 1/bohr: delta/pi = {f(dlow, 3)}; bound states {nbound}')
print('rs=2 table: Z alpha(1/bohr) delta0..3/pi S eta(a.u.)')
for z in range(1, 19):
    print(f'{z:2d} {al[z]:.3f} {f(dall[z, :4] / pi, 3)} {Sall[z]:.3f} {4*kF**2/(3*pi)*Sall[z]:.4f}')
for q, start in ((2.0, 19), (3.0, 1)):
    k, _, dq, Sq, zz, nb = scan[q]
    pre = 4 * k * k / (3 * pi)
    if q == 3.0:
        print(f'rs = 3.0 bohr, kF = {k:.5f} 1/bohr, prefactor = {pre:.5f} a.u.')
    for z in range(start, 37, 6):
        print(f'rs={q:.0f} eta(a.u.) Z={z}-{z+5}:', f(pre * Sq[z:z + 6]))
    print(f'rs={q:.0f} max,min,max at Z={zz}: S = {f(Sq[list(zz)], 3)}; max/min = {Sq[zz[0]]/Sq[zz[1]]:.2f}')
    print(f'rs={q:.0f} delta1/pi there: {f(dq[list(zz), 1] / pi, 3)}; delta2/pi: {f(dq[list(zz), 2] / pi, 3)}')
    print(f'rs={q:.0f} bound p levels at Z={zz[0]-2}, {zz[1]}: {nb}')
print('every check passed')
```

Printed output:

```
rs = 2.0 bohr, kF = 0.95958 1/bohr, n = 0.029842 1/bohr^3
prefactor 4kF^2/3pi = 0.39080 a.u.; TF alpha = 1.10534 1/bohr
weak Z = 1e-03: alpha = 1.10546 1/bohr, sigma/Born = 1.0008
example Z = 7: alpha = 1.70907 1/bohr, Friedel sum = 7.000000
delta_l, l=0..4 (rad): 4.5804 1.9723 0.0787 0.0116 0.0020
delta_l/pi, l=0..4: 1.4580 0.6278 0.0251 0.0037 0.0006
electrons per channel l=0..4: 2.916 3.767 0.251 0.052 0.012
sin(delta_l-delta_l+1), l=0..3: 0.50851 0.94838 0.06707 0.00962
radial integral 2I/kF^2, l=0..3: 0.50850 0.94838 0.06707 0.00962
terms of S, l=0..4: 0.2586 1.7989 0.0135 0.0004 0.0000
S = 2.07131; sigma_tr = 28.26790 bohr^2 (quadrature 28.26790)
eta = 0.80946 a.u.; golden rule 0.80945 a.u.; n kF sigma 0.80946 a.u.
-F/v at v=0.04, 0.02 a.u.: 0.80952 0.80948 a.u.; error ratio 4.01
Pauli cap mu<0.3: blocked -12.861896, unblocked -12.861896 bohr^2
1 a.u. of eta = 2.35052 meV ps/A^2; eta = 1.9027 meV ps/A^2
mass 14 u = 25520.4 m_e; M/eta = 31528 a.u. = 0.763 ps
linear response (Born, TF alpha) eta = 6.645 a.u.
Levinson Z=10, k=0.01 1/bohr: delta/pi = 1.999 1.000 0.000; bound states [2, 1, 0]
rs=2 table: Z alpha(1/bohr) delta0..3/pi S eta(a.u.)
 1 1.255 0.292 0.045 0.010 0.002 0.518 0.2025
 2 1.344 0.619 0.089 0.016 0.003 1.101 0.4303
 3 1.357 0.849 0.161 0.024 0.005 1.046 0.4088
 4 1.402 1.036 0.254 0.029 0.006 1.255 0.4905
 5 1.485 1.203 0.364 0.030 0.005 1.760 0.6877
 6 1.593 1.343 0.491 0.028 0.005 2.190 0.8558
 7 1.709 1.458 0.628 0.025 0.004 2.071 0.8095
 8 1.808 1.558 0.767 0.023 0.003 1.423 0.5563
 9 1.840 1.661 0.896 0.025 0.003 0.775 0.3027
10 1.790 1.785 1.005 0.033 0.004 0.447 0.1746
11 1.741 1.919 1.106 0.043 0.005 0.425 0.1661
12 1.727 2.050 1.211 0.052 0.006 0.752 0.2938
13 1.739 2.170 1.325 0.059 0.007 1.403 0.5483
14 1.763 2.275 1.448 0.065 0.007 2.112 0.8254
15 1.790 2.369 1.574 0.071 0.006 2.481 0.9696
16 1.808 2.457 1.692 0.082 0.007 2.389 0.9337
17 1.819 2.538 1.790 0.107 0.007 2.198 0.8588
18 1.844 2.605 1.857 0.154 0.007 2.394 0.9354
rs=2 eta(a.u.) Z=19-24: 1.2177 1.6060 1.9466 2.0981 1.9784 1.5964
rs=2 eta(a.u.) Z=25-30: 1.0559 0.5256 0.1797 0.0826 0.1089 0.2904
rs=2 eta(a.u.) Z=31-36: 0.5791 0.8288 0.9023 0.8259 0.8029 1.0063
rs=2 max,min,max at Z=(6, 11, 22): S = 2.190 0.425 5.369; max/min = 5.15
rs=2 delta1/pi there: 0.491 1.106 1.953; delta2/pi: 0.028 0.043 0.475
rs=2 bound p levels at Z=4, 11: (0, 1)
rs = 3.0 bohr, kF = 0.63972 1/bohr, prefactor = 0.17369 a.u.
rs=3 eta(a.u.) Z=1-6: 0.1359 0.1341 0.0890 0.1414 0.2643 0.3472
rs=3 eta(a.u.) Z=7-12: 0.3064 0.1754 0.0729 0.0288 0.0356 0.1275
rs=3 eta(a.u.) Z=13-18: 0.2597 0.3457 0.3186 0.2082 0.1101 0.0894
rs=3 eta(a.u.) Z=19-24: 0.2111 0.4337 0.6769 0.8520 0.8921 0.7780
rs=3 eta(a.u.) Z=25-30: 0.5474 0.2830 0.0813 0.0096 0.0444 0.1601
rs=3 eta(a.u.) Z=31-36: 0.2821 0.3486 0.3052 0.1916 0.1002 0.1084
rs=3 max,min,max at Z=(6, 10, 23): S = 1.999 0.166 5.136; max/min = 12.05
rs=3 delta1/pi there: 0.476 1.022 2.003; delta2/pi: 0.009 0.008 0.523
rs=3 bound p levels at Z=4, 10: (0, 1)
every check passed
```
